# Phonon drift and divergent lattice conductivity without Umklapp collisions

A phonon mode $\lambda=(b,\mathbf q)$ has branch $b$, wave vector $\mathbf q$, frequency $\omega_\lambda>0$ and group velocity $\mathbf v_\lambda=\partial\omega_\lambda/\partial\mathbf q$. The uniform translations at $\mathbf q=0$ are not counted. At temperature $T$ the equilibrium occupation and its variance are

$$
n_\lambda=\frac{1}{e^{\hbar\omega_\lambda/kT}-1},\qquad w_\lambda=n_\lambda(n_\lambda+1).
$$

Wave vectors are defined only up to a reciprocal lattice vector, so a sum of crystal momenta has no meaning until a representative is chosen. Here each $\mathbf q$ is its fixed representative in the first Brillouin zone. A collision is normal if the plain sum of these vectors is the same before and after it, and Umklapp if the sums differ by a reciprocal lattice vector $\mathbf G\neq0$. The crystal is uniform and has no walls or impurities, and the phonons are described by kinetic theory, with energy conserved in each collision. Sums run over the modes of a volume $V$, which is taken to infinity at fixed density of modes.

The drifting Bose distribution with drift velocity $\mathbf u$ is

$$
n^{u}_\lambda=\frac{1}{\exp[(\hbar\omega_\lambda-\hbar\mathbf q\cdot\mathbf u)/kT]-1}.
$$

It is positive and finite only if $\omega_\lambda>\mathbf q\cdot\mathbf u$ for every mode, which limits the drift speed. A bending branch with $\omega\propto q^2$ at small $q$, as in thin wires and free sheets, permits no finite drift in the infinite crystal, so the acoustic branches are taken to be linear at small $\mathbf q$. Consider the collision $a+b\to c$ and its reverse. Both have the same squared matrix element, contained in a constant $g$. The factor for absorbing a phonon is its occupation $n$, and that for emitting one is $1+n$. The net forward rate is therefore

$$
R=g\left[n_an_b(1+n_c)-(1+n_a)(1+n_b)n_c\right].
$$

With $r=n/(1+n)$ this becomes

$$
R=g(1+n_a)(1+n_b)(1+n_c)\,(r_ar_b-r_c).
$$

For the drifting distribution $r_\lambda=\exp[-(\hbar\omega_\lambda-\hbar\mathbf q\cdot\mathbf u)/kT]$. If $\omega_a+\omega_b=\omega_c$ and $\mathbf q_a+\mathbf q_b=\mathbf q_c+\mathbf G$, then

$$
\frac{r_ar_b}{r_c}=\exp\!\left[\frac{\hbar\mathbf u\cdot(\mathbf q_a+\mathbf q_b-\mathbf q_c)}{kT}\right]=e^{\hbar\mathbf u\cdot\mathbf G/kT}.
$$

For a normal collision $\mathbf G=0$, the ratio is one and $R=0$. For $a+b\to c+d$ the factor $r_c$ is replaced by $r_cr_d$, and the same cancellation follows. Each collision balances its own reverse, so the drift is stationary at any permitted $\mathbf u$, not merely a small one. An Umklapp collision with $\mathbf u\cdot\mathbf G\neq0$ is out of balance.

For the response to a weak temperature gradient, write the occupation as $n_\lambda+w_\lambda\phi_\lambda$. Since $\ln r=\ln n-\ln(1+n)$, a small change of $n$ gives

$$
\delta\ln r=\frac{\delta n}{n}-\frac{\delta n}{1+n}=\frac{\delta n}{n(1+n)}=\phi .
$$

At equilibrium $r_ar_b=r_c$. The bracket in $R$ is then already of first order, and its prefactor can be kept at its equilibrium value:

$$
R=W(\phi_a+\phi_b-\phi_c),\qquad W=g\,n_an_b(1+n_c).
$$

For each collision $p$, let $b_{p\lambda}$ be the number of phonons $\lambda$ going in minus the number coming out. Mode $\lambda$ loses $b_{p\lambda}$ phonons per net forward event. Hence the collisions give

$$
w_\lambda\dot\phi_\lambda=-\sum_{\lambda'}L_{\lambda\lambda'}\phi_{\lambda'},\qquad
L=\sum_pW_p\,b_pb_p^{\rm T}.
$$

This matrix is symmetric, and

$$
\phi^{\rm T}L\phi=\sum_pW_p\,(b_p^{\rm T}\phi)^2\ge0 .
$$

The sum vanishes precisely when $b_p^{\rm T}\phi=0$ for every allowed collision, that is, when $\phi$ is a conserved quantity. Energy, $\phi=\omega$, is one. If all collisions are normal, each component of $\mathbf q$ is another. Expanding $n^u$ to first order gives $\phi=\hbar\mathbf q\cdot\mathbf u/kT$, so the drift is the null vector belonging to crystal momentum.

Now let the gradient $\nabla T$ lie along $x$, and write $q$, $v$ and $u$ for $x$ components. With $z=\hbar\omega/kT$ one has $dn/dz=-w$ and $dz/dT=-\hbar\omega/kT^2$, so $\partial n/\partial T=w\hbar\omega/kT^2$. The streaming term $v\,\partial n/\partial x$ of the Boltzmann equation is then $s\nabla T/kT^2$, with

$$
s_\lambda=\hbar\omega_\lambda v_\lambda w_\lambda,\qquad
w\dot\phi=-L\phi-\frac{s}{kT^2}\nabla T .
$$

Here $w$ acts as a diagonal matrix. The heat flux and the conductivity are

$$
J=\frac1V\,s^{\rm T}\phi,\qquad \kappa=-\frac{J}{\nabla T}.
$$

Multiply the equation of motion from the left by $q^{\rm T}$. For normal collisions $q^{\rm T}L=0$, which leaves

$$
\frac{d}{dt}\,(q^{\rm T}w\phi)=-\frac{O}{kT^2}\nabla T,\qquad
O=q^{\rm T}s=\sum_\lambda\hbar\omega_\lambda v_\lambda q_\lambda w_\lambda .
$$

The gradient feeds crystal momentum into the phonons at a constant rate, and nothing removes it. If $O\neq0$, no steady state exists. The number $O$ is also the overlap of the heat flux with the drift, because inserting $\phi=\hbar qu/kT$ into $J$ gives $J=\hbar Ou/(VkT)$. Energy conservation causes no such growth: $\omega$ and $w$ are even in $\mathbf q$ and $v$ is odd, so $\omega^{\rm T}s=0$.

The growth law follows from symmetric variables. Put $x=w^{1/2}\phi$, $\sigma=w^{-1/2}s$ and $K=w^{-1/2}Lw^{-1/2}$. Dividing the equation of motion by $w^{1/2}$ gives

$$
\dot x=-Kx-\frac{\sigma}{kT^2}\nabla T .
$$

Let $e_i$ be the orthonormal eigenvectors of $K$, with rates $\lambda_i\ge0$. If the gradient is switched on at $t=0$ with $x=0$, each component obeys a separate linear equation, whose solution gives

$$
\kappa(t)=\frac{1}{VkT^2}\sum_i(e_i^{\rm T}\sigma)^2\,\frac{1-e^{-\lambda_it}}{\lambda_i}.
$$

For $\lambda_i=0$ the last fraction is its limit, $t$. The normalized drift vector is $e_q=w^{1/2}q/\sqrt{q^{\rm T}wq}$, and $e_q^{\rm T}\sigma=O/\sqrt{q^{\rm T}wq}$. Its term in the sum is $Dt$, with

$$
D=\frac{O^2}{VkT^2\,q^{\rm T}wq}.
$$

All other terms are non-negative, so $\kappa(t)\ge Dt$. With acoustic branches linear at small $q$, the term $q^2w$ stays bounded and both $O$ and $q^{\rm T}wq$ are proportional to $V$. If $O/V\neq0$, then $D$ stays finite and nonzero as $V\to\infty$, which proves the divergence. A bending branch $\omega\propto q^2$ falls outside this argument: there $q^2w\propto1/q^2$, so $q^{\rm T}wq/V$ grows without bound in one and two dimensions and $D$ tends to zero. In three dimensions there are three drift vectors. With $O_j=\sum\hbar\omega v_xq_jw$ and $M_{ij}=\sum q_iq_jw$, the same projection replaces $O^2/q^{\rm T}wq$ by $\sum_{ij}O_i(M^{-1})_{ij}O_j$, which is positive unless all three overlaps vanish.

If no other conserved quantity overlaps the flux, the remaining terms tend to

$$
\kappa_{\rm reg}=\frac{1}{VkT^2}\sum_{\lambda_i>0}\frac{(e_i^{\rm T}\sigma)^2}{\lambda_i}.
$$

On a finite mesh this sum is finite. In the infinite crystal the rates may extend down to zero, and finiteness requires the flux weight at small rates to be integrable against $1/\lambda$. Zero overlap with the drift thus removes one cause of divergence and does not by itself guarantee a finite conductivity.

The same decomposition describes a flux left to itself. Starting from $x=\sigma$ without a gradient, the projection $\sigma^{\rm T}x(t)$ falls to the fraction

$$
f=\frac{(e_q^{\rm T}\sigma)^2}{\sigma^{\rm T}\sigma}=\frac{O^2}{(q^{\rm T}wq)(s^{\rm T}w^{-1}s)}
$$

of its initial value, again if no other invariant overlaps it. The Cauchy–Schwarz inequality gives $f\le1$. Equality requires $\hbar\omega v\propto q$ for all modes, as for a single linear branch $\omega=c|q|$ in one dimension, where $\omega v=c^2q$. In that case the heat flux is itself conserved.

The sign and size of $O$ can be read from the entropy. The entropy of one mode is $\eta=k[(1+n)\ln(1+n)-n\ln n]$, so

$$
\frac{d\eta}{dn}=k\ln\frac{1+n}{n}=\frac{\hbar\omega}{T},\qquad
\frac{dn}{d\omega}=-\frac{\hbar w}{kT}.
$$

Multiplying these and using $v=d\omega/dq$ in one dimension gives $\hbar\omega v\,\hbar w/kT=-T\,d\eta/dq$. The flux per drift speed is therefore

$$
\frac Ju=\frac{\hbar O}{VkT}=-\frac TV\sum_\lambda q\,\frac{d\eta}{dq}.
$$

For $N_c$ cells of length $a$, the sum over $q$ is $(N_ca/2\pi)\int_{-\pi/a}^{\pi/a}dq$. Integration by parts gives, for each branch,

$$
\int_{-\pi/a}^{\pi/a}q\,\frac{d\eta}{dq}\,dq=\frac{2\pi}{a}\,\eta(\pi/a)-\int_{-\pi/a}^{\pi/a}\eta\,dq ,
$$

because $\eta$ is even. Near $q=0$ an acoustic branch has only a logarithmic singularity in $\eta$, and $q\eta\to0$ there. The result is

$$
\frac Ju=\frac TV\left[\sum_\lambda\eta_\lambda-N_c\sum_b\eta_b(\pi/a)\right].
$$

When the zone-edge modes are frozen out, the second term is negligible and $J=uTS/V$: the drift carries the whole entropy $S$. At higher temperature the edge term matters. A branch whose frequency is lowest at the edge has its largest mode entropy there and contributes negatively. If the frequency falls steadily from the zone centre to the edge, the group velocity is opposite to $q$ throughout, so a drift that favours positive $q$ sends the energy of this branch backwards. In the classical limit $\eta\simeq k[1+\ln(kT/\hbar\omega)]$, and a branch contributes

$$
\frac{J_b}{u}\simeq\frac{N_ckT}{V}\left[\ln\omega_b(\pi/a)-\langle\ln\omega_b\rangle\right],
$$

where the average is over the zone. Acoustic and optical branches can therefore cancel, but only if the optical frequency falls strongly enough towards the edge. In the nearest-neighbour diatomic chain it does not, at least in this limit: the product of the two frequencies is proportional to $|\sin(qa/2)|$, so the two branches together give $+\ln2\,N_ckT/V$ for any mass ratio.

A one-dimensional model with round parameters shows both cases. It has $N_c=42$ cells with $a=0.5$ nm, each taking a cross-section $a^2$, so $V=42\times0.125=5.25\ \mathrm{nm^3}$. The wave numbers are $q=2\pi m/(42a)$. In units of $E_0=\hbar c\,2\pi/(42a)=0.985$ meV, with $c=5000$ m/s, the energies are

$$
E_{\rm ac}=|m|,\qquad E_{\rm op}=72-3|m|,\qquad |m|\le20,
$$

without the acoustic mode $m=0$. The zone-edge point $m=21$, whose sign is ambiguous, is left out. The velocities are $c\,\mathrm{sgn}\,m$ and $-3c\,\mathrm{sgn}\,m$, with zero for the optical mode at $m=0$. This makes 81 modes. The periodic mesh samples uniform fields and does not represent a specimen with ends.

Because the energies are integers, collisions that conserve energy without any broadening can be listed by comparing integers. There are 259 normal collisions of type $a+b\to c$ and 3763 of type $a+b\to c+d$; those with the same phonon on both sides are omitted, and four-phonon events of type $a+b+c\to d$ are not included in the model. The constant $g$ is $10^{10}\ \mathrm{s^{-1}}$ for three phonons and $10^{9}\ \mathrm{s^{-1}}$ for four, times the product of $E/(20E_0)$ over the participating phonons. These strengths are model choices. They affect the relaxation rates and $\kappa_{\rm reg}$, but not $D$ or $f$. Diagonalizing $K$ at 300 K gives two zero rates, those of energy and crystal momentum, and nonzero rates from $1.23\times10^9$ to $5.30\times10^{12}\ \mathrm{s^{-1}}$.

The tightest limit on the drift comes from the optical mode $m=20$, with $E=12E_0$: $u<(12/20)c=3000$ m/s. At $u=1500$ m/s and 300 K, the largest $|dn/dt|$ from normal collisions is $6\times10^{-4}\ \mathrm{s^{-1}}$, a rounding remainder. The 38 three-phonon and 830 four-phonon Umklapp collisions of the same model would give $4.0\times10^{11}\ \mathrm{s^{-1}}$.

With energies in $E_0$, velocities in $c$ and wave numbers replaced by $m$, the sums at 300 K are $O=-5306.6$, $q^{\rm T}wq=37023$ and $s^{\rm T}w^{-1}s=227520$. The remaining factor is $(cE_0)^2/(VkT^2)=9.538\times10^7\ \mathrm{W/(m\,K\,s)}$. Hence

$$
D=9.538\times10^7\times\frac{5306.6^2}{37023}
=7.25\times10^{10}\ \mathrm{\frac{W}{m\,K\,s}},
$$

or 72.5 W/(m K) per nanosecond. The persistent fraction is $f=5306.6^2/(37023\times227520)=0.0033$. A drift that holds only a third of a percent of the squared flux is enough for divergence. The regular part, from a linear solve with the drift projected out, is $\kappa_{\rm reg}=367$ W/(m K), and $Dt$ overtakes it after $367/72.5=5.1$ ns. Integrating the driven equation with a matrix exponential gives 1546 W/(m K) after 16.25 ns and 2726 W/(m K) after 32.51 ns. The increase, 1179 W/(m K) in 16.25 ns, is again 72.5 W/(m K) per nanosecond.

If only the diagonal of $L$ is kept, each mode relaxes alone and the conductivity is

$$
\kappa_{\rm diag}=\frac{1}{VkT^2}\sum_\lambda\frac{s_\lambda^2}{L_{\lambda\lambda}}=198\ \mathrm{W/(m\,K)} .
$$

This finite value is an artefact. The diagonal counts the momentum that leaves a mode, while the off-diagonal elements, which return it to other modes, have been dropped.

The negative $O$ means that the heat flows against the drift: the flux per drift speed is $-6.07\times10^6\ \mathrm{J/m^3}$, or $-6.07\times10^7\ \mathrm{W/m^2}$ at 10 m/s. The conductivity is nevertheless positive, since $O$ enters $D$ squared; the gradient simply drives $u$ in the opposite direction. For continuous branches reaching to $m=21$, quadrature gives $3.26\times10^7\ \mathrm{J/m^3}$ from the acoustic and $-4.22\times10^7\ \mathrm{J/m^3}$ from the optical branch, in total $-9.66\times10^6\ \mathrm{J/m^3}$; the entropy formula gives the same total.

The mesh value is smaller in magnitude mainly because of the omitted points. Classically $w\simeq(kT/\hbar\omega)^2$, so a mode contributes $(kT/V)\,qv/\omega$. This is $+1$ in units of $kT/V$ for an acoustic mode, both at the edge and in the limit $m\to0$, and $-3\times21/9=-7$ for the optical edge mode. The missing sum is $-5kT/V$. With $kT=26.25E_0$ it amounts to about $-3.9\times10^6\ \mathrm{J/m^3}$, close to the difference of $-3.6\times10^6\ \mathrm{J/m^3}$.

The overlap changes sign between 50 K and 300 K, and a root search on the mesh places its zero at 142.1 K. This zero is a feature of the model, whose optical branch falls steeply and crosses the acoustic one at $|m|=18$, and its position depends on the mesh: for the continuous branches it lies near 106 K. At that temperature $K$ still has only the two zero rates, and every collision still conserves crystal momentum. Yet the conductivity is 922.4 W/(m K) after 44 ns and the same after 89 ns. The drift remains undamped, but a weak gradient does not excite it, and to first order in $u$ it carries no heat. On either side of this point the divergence returns: $D$ is 39.5 W/(m K) per nanosecond at 100 K and 350 at 50 K, where $f$ has risen to 0.094.

Umklapp collisions damp the drift and so remove this cause of divergence. Let $L=L_N+\epsilon L_U$, with normal part $L_N$ and Umklapp part $\epsilon L_U$, and write the steady solution as $\phi=\alpha q+\chi$, where $q^{\rm T}w\chi=0$. Projection on $q$ gives

$$
\epsilon\,q^{\rm T}L_U(\alpha q+\chi)=-\frac{O}{kT^2}\nabla T .
$$

The rest of the equation is $L_N\chi=-s\nabla T/kT^2-\epsilon L_U(\alpha q+\chi)$. As $\epsilon\to0$ the product $\epsilon\alpha$ stays finite, so $\chi$ stays finite too when the other rates do not vanish. The term $\epsilon q^{\rm T}L_U\chi$ then drops out at leading order, and

$$
\alpha\simeq-\frac{O\,\nabla T}{kT^2\,\epsilon\,q^{\rm T}L_Uq},\qquad
\kappa\simeq-\frac{\alpha O}{V\nabla T}=\frac{D}{\epsilon\gamma},\qquad
\gamma=\frac{q^{\rm T}L_Uq}{q^{\rm T}wq}.
$$

At 300 K the model has $\gamma=1.38\times10^{11}\ \mathrm{s^{-1}}$ and $D/\gamma=0.526$ W/(m K). Linear solves give $\kappa=217$, 348, 5560 and $5.266\times10^5$ W/(m K) for $\epsilon=1$, $10^{-2}$, $10^{-4}$ and $10^{-6}$. The leading term is 5263 W/(m K) at $\epsilon=10^{-4}$ and $5.263\times10^5$ W/(m K) at $10^{-6}$. At $\epsilon=1$ it is only 0.5 W/(m K), so the drift formula does not describe the conductivity there. The finite remainder need not equal $\kappa_{\rm reg}$, because $\epsilon\alpha L_Uq$ also drives $\chi$.

Cooling weakens the Umklapp damping of the drift in a one-dimensional crystal with three- and four-phonon collisions. In an Umklapp collision the magnitudes $|q|$ of all participants add up to at least $2\pi/a$, so one of them is at least $\pi/2a$. The energy on either side of the collision then has a positive lower bound $\Delta$, the smallest $\hbar\omega$ in that outer part of the zone. At low temperature $W$ contains the factor $e^{-E/kT}$, with $E\ge\Delta$ the energy on one side. The acoustic part of $q^{\rm T}wq$ falls only as a power of $T$, so $\gamma$ becomes exponentially small. This alone does not make $\kappa\simeq D/\gamma$: cooling slows normal collisions too, and the formula requires them to relax the rest of the flux much faster than Umklapp collisions damp the drift. Without any Umklapp, impurities or rough walls would still remove crystal momentum and damp the drift. The conductivity is then finite only if the long-wavelength modes are also damped strongly enough.

All numerical values are calculated from the stated model.
